\section*{The Local Energy and Its Zero-Variance Property, part 2}

The energy of a trial function $\psi$ is estimated by averaging its local energy $E_L=H\psi/\psi$ over sampled points. The questions here are how the errors behave near an eigenstate and which conditions the method needs.

Hartree atomic units are used, with lengths in bohr. The Hamiltonian is $H=-\frac12\nabla^2+V$ with a real potential $V$, and $x$ stands for all electron coordinates. For real functions $\langle f|g\rangle=\int f(x)g(x)\,dx$ and $\|f\|^2=\langle f|f\rangle$. The trial function is real, its zeros fill no volume, and it lies in the domain of $H$: $\psi$ and $H\psi$ are both square integrable, with no uncompensated delta function in $H\psi$. On such functions the symmetry $\langle f|Hg\rangle=\langle Hf|g\rangle$ is assumed.

With the sampling density $\rho=\psi^2/\int\psi^2dx$, the energy $E$ and the variance $\sigma^2$ of the local energy are
\begin{equation}
 E=\int\rho E_L\,dx,\qquad
 \sigma^2=\int\rho(E_L-E)^2dx=\frac{\|(H-E)\psi\|^2}{\|\psi\|^2},
 \label{eq:recall}
\end{equation}
and $\sigma=0$ holds if and only if $\psi$ is an eigenstate. The mean of $N$ independent points drawn from $\rho$ has the standard error $\sigma/\sqrt N$.

The main example is the Gaussian $\psi=e^{-ax^2/2}$, $a>0$, in the one-dimensional harmonic well $V=x^2/2$:
\begin{equation}
 E_L=\frac a2+\frac{1-a^2}2x^2,\quad
 E=\frac14\left(a+\frac1a\right),\quad
 \sigma=\frac{|1-a^2|}{\sqrt8\,a},\quad
 \langle x^2\rangle=\frac1{2a}.
 \label{eq:recallgauss}
\end{equation}
The variance of $x^2$ is $1/(2a^2)$, and $a=1$ gives the eigenstate with energy 0.5 hartree. In the tables this function is called even, and $x\,e^{-ax^2/2}$ odd.

For a mixture of two eigenstates with energies $E_0$ and $E_1$, $p$ is the weight of the upper state and $\Delta=E_1-E_0$. Then $E=E_0+p\Delta$ and $\sigma^2=p(1-p)\Delta^2$.

\subsection{How the errors vanish near an eigenstate}

Let $\varphi_0$ be a normalized eigenstate with energy $E_0$, and let the trial function contain a small error,
\begin{equation}
 \psi=\varphi_0+\epsilon\chi .
\end{equation}
Since $(H-E_0)\varphi_0=0$,
\begin{equation}
 (H-E_0)\psi=\epsilon\,(H-E_0)\chi .
 \label{eq:firstorder}
\end{equation}
The energy error is the expectation value of $H-E_0$:
\begin{align}
 E-E_0&=\frac{\langle\psi|(H-E_0)\psi\rangle}{\langle\psi|\psi\rangle}
 =\frac{\epsilon\langle\varphi_0|(H-E_0)\chi\rangle
 +\epsilon^2\langle\chi|(H-E_0)\chi\rangle}{\langle\psi|\psi\rangle}.
\end{align}
The symmetry of $H$ allows the operator in the first term to be moved onto $\varphi_0$, where it gives zero. Hence
\begin{equation}
 E-E_0=\epsilon^2\,
 \frac{\langle\chi|(H-E_0)\chi\rangle}{\langle\psi|\psi\rangle}.
 \label{eq:energyorder}
\end{equation}

For the variance, write $H-E=(H-E_0)-(E-E_0)$ and expand the square:
\begin{align}
 \|(H-E)\psi\|^2
 ={}&\|(H-E_0)\psi\|^2
 -2(E-E_0)\langle\psi|(H-E_0)\psi\rangle\notag\\
 &+(E-E_0)^2\|\psi\|^2 .
\end{align}
The inner product in the middle term equals $(E-E_0)\|\psi\|^2$. The last two terms therefore combine to $-(E-E_0)^2\|\psi\|^2$. Division by $\|\psi\|^2$ and use of (\ref{eq:firstorder}) give
\begin{equation}
 \sigma^2=\epsilon^2\,
 \frac{\|(H-E_0)\chi\|^2}{\langle\psi|\psi\rangle}-(E-E_0)^2 .
 \label{eq:varorder}
\end{equation}
The subtracted term is of fourth order in $\epsilon$. To leading order, the energy error is proportional to $\epsilon^2$ and $\sigma$ to $|\epsilon|$, provided the coefficients do not vanish. For the ground state both are positive unless $\chi$ is itself an eigenstate of energy $E_0$. For an excited state, admixtures of lower and higher levels enter $\langle\chi|(H-E_0)\chi\rangle$ with opposite signs and can cancel, so that the energy error vanishes while $\sigma$ does not.

In the quartic well $V=x^2/2+x^4/4$, the function $\chi=x^2e^{-x^2}$ is mixed into the ground state. For $\epsilon=0.04$ the energy error is $6.29\times10^{-4}$ hartree and $\sigma=4.55\times10^{-2}$ hartree. For $\epsilon=0.02$ they are $1.59\times10^{-4}$ and $2.29\times10^{-2}$ hartree. Halving $\epsilon$ divides the energy error by 3.95 and $\sigma$ by 1.99. The energy ratio differs from 4 because the norm $\langle\psi|\psi\rangle$ in (\ref{eq:energyorder}) also depends on $\epsilon$; the numerator has the ratio 4.

\subsection{Extrapolation to zero variance}

If $\epsilon$ is reduced with $\chi$ held fixed, (\ref{eq:energyorder}) and (\ref{eq:varorder}) show that $E-E_0$ and $\sigma^2$ become proportional. The energy is then a straight line as a function of $\sigma^2$ to leading order, and its intercept at $\sigma^2=0$ estimates $E_0$.

The Gaussian family has this form to first order in $1-a$, since $e^{-ax^2/2}\approx e^{-x^2/2}\left[1+(1-a)x^2/2\right]$; at higher order the shape of its error changes. At $a=0.6$ the pair $(\sigma^2,E)$ is $(0.14222,0.56667)$, and at $a=0.8$ it is $(0.02531,0.5125)$, with $\sigma^2$ in hartree$^2$ and $E$ in hartree. The slope and intercept are
\begin{align}
 \frac{0.56667-0.5125}{0.14222-0.02531}&=0.463\ \text{hartree}^{-1},\\
 0.5125-0.463\times0.0253&=0.5008\ \text{hartree}.
\end{align}
The intercept is 0.0008 hartree above the eigenvalue 0.5, compared with 0.0125 hartree for the better of the two trial functions. It is not an upper bound in general. For two-state mixtures with weights $p_1$ and $p_2$ of the upper state, $E-E_0=p\Delta$ and $\sigma^2=p(1-p)\Delta^2$ give the slope $1/[(1-p_1-p_2)\Delta]$ and the intercept $E_0-p_1p_2\Delta/(1-p_1-p_2)$, which lies below $E_0$ for small weights. The method also presupposes that the sequence approaches the desired eigenstate and that the shape of its error changes little.

\subsection{Another estimator with the same mean}

The zero-variance property holds for the estimator $H\psi/\psi$, but not for every estimator whose average is the energy. To see this, start from the product rule
\begin{equation}
 \nabla\cdot(\psi\nabla\psi)=|\nabla\psi|^2+\psi\nabla^2\psi .
\end{equation}
Integrate over all space. The left side becomes a surface term, the flux of $\psi\nabla\psi$ through a distant surface. It is assumed here that this flux tends to zero, as it does for Gaussians and decaying exponentials. Decay of $\psi$ alone is not enough, since its gradient may grow through ever faster oscillations. This leaves
\begin{equation}
 -\frac12\int\psi\nabla^2\psi\,dx=\frac12\int|\nabla\psi|^2dx .
 \label{eq:parts}
\end{equation}
The energy is consequently also the average over $\rho$ of
\begin{equation}
 G(x)=\frac12\left|\frac{\nabla\psi}{\psi}\right|^2+V(x).
\end{equation}
This estimator needs first derivatives only. Its difference from the local energy is
\begin{equation}
 G-E_L=\frac{|\nabla\psi|^2+\psi\nabla^2\psi}{2\psi^2}
 =\frac{\nabla^2(\psi^2)}{4\psi^2},
\end{equation}
because $\nabla^2(\psi^2)=2|\nabla\psi|^2+2\psi\nabla^2\psi$.

Consider an eigenstate on the whole line in one dimension, for a potential that is an ordinary function without delta terms, and let the surface term vanish. There $E_L$ is constant. If $G$ were constant too, it would have to equal $E_L$, since the two means agree. Then $(\psi^2)''=0$, and $\psi^2$ would be a straight line, which cannot be normalized. So $G$ fluctuates for every normalizable eigenstate that meets these conditions.

For the Gaussian, $\psi'/\psi=-ax$ gives
\begin{equation}
 G=\frac{1+a^2}2x^2,\qquad
 \langle G\rangle=\frac{1+a^2}{4a}=E,\qquad
 \sigma_G=\frac{1+a^2}{\sqrt8\,a}.
\end{equation}
The last expression uses the variance $1/(2a^2)$ of $x^2$. The two terms in $x^2$ add in $G$, whereas in $E_L$ they have opposite signs and cancel at $a=1$. At $a=1$, $\sigma_G=0.7071$ hartree, while $\sigma=0$.

The cost follows from $N=(\sigma/\eta)^2$, where $\eta$ is the desired standard error. For $a=0.8$ and $\eta=0.001$ hartree, $E_L$ needs about 25\,300 independent points. With $\sigma_G=0.7248$ hartree, $G$ needs about 525\,300, which is 21 times as many.

\subsection{A kink that the samples do not see}

The domain condition cannot be dropped. Take a free particle on the line, $V=0$, and
\begin{equation}
 \psi=e^{-|x|},\qquad \int\psi^2dx=1 .
\end{equation}
On either side of the origin $\psi''=\psi$, so $E_L=-\frac12$ hartree at every $x\neq0$. Yet $\psi$ is not an eigenstate: a free particle has no negative energies, as the right side of (\ref{eq:parts}) shows. That expression gives the energy of this function as
\begin{equation}
 \frac12\int(\psi')^2dx=\frac12\int\psi^2dx=+\frac12\ \text{hartree}.
\end{equation}
The missing part sits at the kink. The slope jumps from $+1$ to $-1$, so the second derivative contains $-2\delta(x)$:
\begin{equation}
 -\tfrac12\psi''=-\tfrac12\psi+\delta(x).
\end{equation}
Multiplying by $\psi$ and integrating gives $-\frac12+\psi(0)^2=-\frac12+1=+\frac12$. Points drawn from $\rho$ hit $x=0$ with probability zero. They report a wrong mean together with a vanishing variance.

Rounding the kink brings the function into the domain. Let $R=\sqrt{x^2+s^2}$ and $\psi_s=e^{-R}$, with a small length $s$. From $R'=x/R$ and $R''=s^2/R^3$,
\begin{equation}
 E_L=-\tfrac12\left(R'^2-R''\right)
 =\frac{s^2}{2R^3}-\frac{x^2}{2R^2}.
\end{equation}
The first term is a spike of height $1/(2s)$ and width of order $s$. For $s\to0$ the density at the spike tends to 1. With $x=st$ and then $t=\tan\theta$, the contribution of the spike to the mean is
\begin{equation}
 \int\frac{s^2}{2R^3}\,dx=\frac12\int\frac{dt}{(1+t^2)^{3/2}}
 =\frac12\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=1 .
\end{equation}
The second term contributes $-\frac12$, and the sum is again $+\frac12$. The square of the spike dominates the variance:
\begin{equation}
 \sigma^2\simeq\int\frac{s^4}{4R^6}\,dx
 =\frac1{4s}\int_{-\pi/2}^{\pi/2}\cos^4\theta\,d\theta
 =\frac{3\pi}{32\,s}.
\end{equation}
Numerical integration for $s=0.1$, 0.01 and 0.001 bohr gives energies of 0.393, 0.485 and 0.498 hartree, and variances of 2.25, 28.5 and 293.5 hartree$^2$. The energy approaches $+\frac12$, and the variance grows without limit. A sample much smaller than $1/s$ points will probably miss the spike and show neither. The margin must be generous, because the tail $s^2/(2|x|^3)$ of the spike reaches out to several times $s$: for $s=0.001$ bohr, about three quarters of the samples of 20 points give a mean below $-0.4$ hartree, but only about half of the samples of 100 points do.

Whether a kink is harmful depends on the Hamiltonian. With the potential $V=-\delta(x)$, the term $V\psi=-\delta(x)$ cancels the delta function from the kink. Then $H\psi=-\frac12\psi$, and the same $\psi$ is an eigenstate.

\subsection{Nodes and Coulomb centres}

A kink can also lie on a node. The function $|x|e^{-x^2/2}$ in the harmonic well has $E_L=\frac32$ hartree for all $x\neq0$, as $x\,e^{-x^2/2}$ does. Its slope jumps by 2 at the origin, so $H\psi$ contains $-\delta(x)$, and it is not an eigenstate. Here the mean is nevertheless right, because the delta function is multiplied by $\psi(0)=0$. A constant local energy on both sides of a node must therefore be accompanied by a continuous slope across it.

A smooth node has a different effect. Let $u$ be the distance from it, with $\psi\approx ku$ and $H\psi\approx b\neq0$. Then $E_L\approx b/(ku)$ diverges. The variance stays finite, since $\psi^2E_L^2\approx b^2$. The fourth moment does not, since $\psi^2E_L^4\approx b^4/(k^2u^2)$ is not integrable across $u=0$. The mean energy still has the standard error $\sigma/\sqrt N$, but the value of $\sigma^2$ estimated from the sample has no finite variance of its own.

Near an attractive Coulomb centre, $V=-Z/r$ in three dimensions, a function that does not vanish at the centre needs a cusp there, with the logarithmic slope $-Z$ in its spherical average, to keep the local energy finite. For $\psi=e^{-\alpha r}$, the radial form $\nabla^2\psi=\psi''+2\psi'/r$ gives
\begin{equation}
 E_L=-\frac12\left(\alpha^2-\frac{2\alpha}r\right)-\frac Zr
 =-\frac{\alpha^2}2+\frac{\alpha-Z}r .
\end{equation}
The volume element $4\pi r^2dr$ makes $1/r^2$ integrable at the origin, so this function is in the domain for every $\alpha>0$ and $\sigma$ is finite. At $\alpha=Z$ the divergences of the kinetic and potential terms cancel, the local energy is constant, and $\psi$ is an eigenstate with energy $-Z^2/2$.

The formulas for the two wells, the sampling law, the orders in $\epsilon$ and the rounded kink are checked numerically by the numerical check.

\section*{Calculated quantities}
\begin{verbatim}
Harmonic well, V = x^2/2; energies in hartree, a in 1/bohr^2
even a=0.6: E=0.566667 sigma=0.377124 sigma_G=0.801388
odd  a=0.6: E=1.700000 sigma=0.653197
even a=0.8: E=0.512500 sigma=0.159099 sigma_G=0.724784
odd  a=0.8: E=1.537500 sigma=0.275568
even a=1.0: E=0.500000 sigma=0.000000 sigma_G=0.707107
odd  a=1.0: E=1.500000 sigma=0.000000
even a=1.2: E=0.508333 sigma=0.129636 sigma_G=0.718892
odd  a=1.2: E=1.525000 sigma=0.224537
even a=0.8: E_L at x=0.5 bohr = 0.4450 hartree
even a=0.8: E_L at x=1.0 bohr = 0.5800 hartree
even a=0.8: E_L at x=2.0 bohr = 1.1200 hartree
even a=1.0: E_L at x=0.5 bohr = 0.5000 hartree
even a=1.0: E_L at x=1.0 bohr = 0.5000 hartree
even a=1.0: E_L at x=2.0 bohr = 0.5000 hartree
Monte Carlo: 200000 independent samples, blocks of 100
a=0.8: sample mean = 0.51208 hartree
a=0.8: standard error = 0.00035 hartree
a=0.8: spread of block means = 0.01571 hartree
a=0.8: sigma/sqrt(block size) = 0.01591 hartree
a=0.8: samples for error 0.001 hartree: E_L 25312, G 525312
a=1.0: sample mean of E_L = 0.500000 hartree
a=1.0: largest minus smallest E_L = 4.8e-10 hartree
a=1.0: sample mean of G = 0.5004 hartree, sample sigma_G = 0.7080 hartree
Quartic well, V = x^2/2 + x^4/4; energies in hartree
ground: eigenvalue = 0.620927, max |E_L - eigenvalue| = 9.1e-09
first excited: eigenvalue = 2.025966, max |E_L - eigenvalue| = 1.7e-08
mixture with excited weight 0.1: E = 0.761431, sigma = 0.421512
admixture 0.04: E - E0 = 6.2908e-04, sigma = 4.5492e-02
admixture 0.02: E - E0 = 1.5935e-04, sigma = 2.2897e-02
halving the admixture divides E - E0 by 3.948 and sigma by 1.987
Free particle, exp(-|x|): E_L away from x=0 = -0.5000 hartree
kink rounded over s=0.1 bohr: E = 0.3928 hartree, sigma^2 = 2.249 hartree^2
kink rounded over s=0.01 bohr: E = 0.4853 hartree, sigma^2 = 28.504 hartree^2
kink rounded over s=0.001 bohr: E = 0.4984 hartree, sigma^2 = 293.531 hartree^2
s*sigma^2 at s=0.001: 0.2935, limit 3 pi/32 = 0.2945 (hartree^2 bohr)
\end{verbatim}
